# EA-EOM-CCSD without storing the dressed four-virtual element

## Form fixed by symmetry

The Hamiltonian conserves electron number. An operator that turns an $N$-electron state into an $(N+1)$-electron state must therefore create one more particle than it creates holes: one particle (1p), two particles and one hole (2p1h), and so on. Fermion antisymmetry makes the second amplitude odd under exchange of its particles, $r^{ab}_j=-r^{ba}_j$. The Hamiltonian's action on these amplitudes is linear, so it returns a vector $\sigma^a$ and a tensor $\sigma^{ab}_j=-\sigma^{ba}_j$, and every coefficient is an energy.

A two-body coefficient that replaces the particle pair $cd$ by $ab$ has four virtual labels, and the hole $j$ is a spectator. With $o$ occupied and $v$ virtual spin orbitals, its application costs $o\,v^4$ multiplications. Symmetry fixes this form; the coefficients, signs and factors need the derivation below.

## Equations to be solved

Hartree atomic units and real spin orbitals are used. Labels $i,j,k,l,m$ are occupied in the determinant $|0\rangle$, $a,b,c,d$ are virtual, and $p,q,r,s$ are general. Repeated labels are summed. A label also denotes its operator: $p^\dagger$ creates and $p$ annihilates an electron in orbital $p$. The antisymmetrizer is $P(ab)X_{ab}=X_{ab}-X_{ba}$.

The cluster operator is $T=T_1+T_2$, with
$$T_1=t_i^a a^\dagger i,\qquad T_2=\tfrac14 t_{ij}^{ab}a^\dagger b^\dagger j\,i .$$
Let $\bar H=e^{-T}He^{T}$. The CCSD equations set the projections of $\bar H|0\rangle$ on singly and doubly excited determinants to zero, and $E=\langle0|\bar H|0\rangle$. The attachment operator is
$$R=R_1+R_2=r^a a^\dagger+\tfrac12 r^{ab}_j a^\dagger b^\dagger j .$$
Projecting $(\bar H-E)R|0\rangle=\omega R|0\rangle$ on the 1p and 2p1h determinants gives $\sigma=\omega r$, where $\omega=E(N+1)-E(N)$. The electron affinity is $-\omega$. The method is approximate because $T$ lacks triples and $R$ lacks 3p2h and higher terms.

Next write
$$(\bar H-E)R|0\rangle=[\bar H,R]|0\rangle+R(\bar H-E)|0\rangle .$$
In the last term $R$ only adds particles and holes. $R_1$ times a singles residual would be 2p1h; this vanishes by the singles equation. Every other product has at least three particles and lies outside the projection space. The doubles equation is thus not needed for this cancellation, but it determines $T_2$. Within the space, $\sigma$ is the projection of $[\bar H,R]|0\rangle$.

## Absorbing the singles

From the anticommutators,
$$[i^\dagger,T_1]=-t_i^a a^\dagger,\qquad [a,T_1]=t_i^a i,$$
while $a^\dagger$ and $i$ commute with $T_1$. Second commutators vanish, so
$$e^{-T_1}i^\dagger e^{T_1}=i^\dagger-t_i^a a^\dagger,\qquad e^{-T_1}a\,e^{T_1}=a+t_i^a i .$$
Define a matrix $\tau$ whose nonzero elements are $\tau_{ai}=t_i^a$. Collecting coefficients of each operator in $h_{pq}p^\dagger q$ gives
$$h\to(1-\tau)h(1+\tau).$$
Factor the Coulomb integrals as $(pr|qs)=B^Q_{pr}B^Q_{qs}$, with $Q=1,\ldots,N_Q$. Each factor carries one creator and one annihilator label, so it transforms in the same way:
$$\tilde B^Q=(1-\tau)B^Q(1+\tau).$$
The dressed integrals are
$$v_{pqrs}=\tilde B^Q_{pr}\tilde B^Q_{qs}-\tilde B^Q_{ps}\tilde B^Q_{qr},\qquad f_{pq}=\tilde h_{pq}+v_{piqi}.$$
They keep antisymmetry in $pq$ and in $rs$ but lose Hermiticity. In $v_{klcd}$ no label is altered by $\tau$, so it equals the bare $\langle kl||cd\rangle$. Apart from a constant, the dressed Hamiltonian in normal order relative to $|0\rangle$ is
$$\hat H=f_{pq}\{p^\dagger q\}+\tfrac14v_{pqrs}\{p^\dagger q^\dagger s\,r\},$$
and $\bar H=e^{-T_2}\hat He^{T_2}$.

## Which terms survive

On $|0\rangle$, the operators $a^\dagger$ and $i$ create quasiparticles; $a$ and $i^\dagger$ destroy them. $R$ and $T_2$ contain creators alone, so they have no contractions with each other. The commutator with $R$ and the factor $e^{-T_2}$ leave those terms in which $\hat H$ is contracted with $R$ and with every $T_2$ present.

Suppose a piece of $\hat H$ has $m=2$ or 4 operators, $q$ of them destroyers, and acts with $n$ factors $T_2$ on an $R$ component with $\rho=1$ or 3 creators. All destroyers must be contracted. The number of creators left is
$$\rho+4n+m-2q,$$
which must be 1 for $\sigma^a$ and 3 for $\sigma^{ab}_j$. Since $q\le m$, $n\ge2$ is impossible. The cases that can be fully contracted are:

- $R_1\to\sigma^a$: $f_{ac}$; $v_{klcd}$ with $T_2$.
- $R_2\to\sigma^a$: $f_{kc}$; $v_{akcd}$.
- $R_1\to\sigma^{ab}_j$: $v_{abcj}$; and $f_{kc}$, $v_{kbcd}$, $v_{klcj}$ with $T_2$.
- $R_2\to\sigma^{ab}_j$: $f_{ac}$, $f_{kj}$, $v_{abcd}$, $v_{kbcj}$; $v_{klcd}$ with $T_2$.

## Contraction rules

Let a destroyer placed before $R$ or $T_2$ mean its contraction with that factor. Moving it to its partner, with a minus sign for each operator passed, gives for $R_2$
$$cR_2=r^{cb}_j b^\dagger j,\quad dcR_2=r^{cd}_j j,\quad k^\dagger R_2=\tfrac12r^{ab}_k a^\dagger b^\dagger,$$
$$k^\dagger cR_2=r^{bc}_k b^\dagger,\qquad k^\dagger dcR_2=r^{cd}_k .$$
For example, $k^\dagger b^\dagger j\to-b^\dagger\delta_{kj}$ turns $r^{cb}_k$ into $r^{bc}_k$. For $T_2$,
$$l^\dagger T_2=-\tfrac12t_{lj}^{ab}a^\dagger b^\dagger j,\qquad k^\dagger l^\dagger T_2=\tfrac12t_{kl}^{ab}a^\dagger b^\dagger,$$
$$l^\dagger dT_2=t_{lj}^{db}b^\dagger j,\quad k^\dagger l^\dagger dT_2=t_{kl}^{db}b^\dagger,\quad l^\dagger dcT_2=-t_{lj}^{cd}j .$$
The first follows from $l^\dagger j\,i\to\delta_{lj}i-\delta_{li}j$: the two terms are equal by antisymmetry and turn $\tfrac14$ into $-\tfrac12$. The others repeat the same moves.

A string $Z^{ab}_j a^\dagger b^\dagger j|0\rangle$ must be matched to $\tfrac12\sigma^{ab}_j a^\dagger b^\dagger j|0\rangle$, so it contributes $P(ab)Z^{ab}_j$. If $Z$ is already antisymmetric, this is $2Z$.

## The 1p equation

The terms without $T_2$ follow directly:
$$f_{ac}a^\dagger cR_1\to f_{ac}r^c,\qquad f_{kc}k^\dagger cR_2\to f_{kc}r^{ac}_k,$$
$$\tfrac12v_{akcd}a^\dagger k^\dagger dcR_2\to\tfrac12v_{akcd}r^{cd}_k .$$
The factor $\tfrac12$ is $\tfrac14$ times the two orders of $a,k$.

For $\tfrac14v_{klcd}k^\dagger l^\dagger dc$ acting on $T_2R_1$, either $c$ or $d$ meets $R_1$. The choices are equal, because exchanging the labels changes the sign of both the string and $v$. They give
$$\tfrac12v_{klcd}r^c\,t_{kl}^{da}a^\dagger=-\tfrac12t_{kl}^{ad}v_{klcd}r^c a^\dagger .$$
Define $F_{ac}=f_{ac}-\tfrac12t_{kl}^{ad}v_{klcd}$. Then
$$\boxed{\sigma^a=F_{ac}r^c+f_{kc}r^{ac}_k+\tfrac12v_{akcd}r^{cd}_k}$$

## The 2p1h equation

**From $R_1$.** The direct term $\tfrac12v_{abcj}a^\dagger b^\dagger j\,c$ gives $v_{abcj}r^c$. With $T_2$ present, contraction of $c$ with $R_1$ gives three strings:
$$f_{kc}r^c\,k^\dagger T_2=-\tfrac12f_{kc}r^ct_{kj}^{ab}a^\dagger b^\dagger j,$$
$$-v_{kbcd}r^c\,b^\dagger(k^\dagger dT_2)=-v_{kbcd}r^ct_{kj}^{ad}a^\dagger b^\dagger j,$$
$$\tfrac12v_{klcj}r^c\,j(k^\dagger l^\dagger T_2)=\tfrac14v_{klcj}r^ct_{kl}^{ab}a^\dagger b^\dagger j .$$
In the second, $k^\dagger b^\dagger=-b^\dagger k^\dagger$ supplies the sign and the choice of $c$ or $d$ cancels a factor $\tfrac12$; then $b^\dagger a^\dagger t_{kj}^{da}=a^\dagger b^\dagger t_{kj}^{ad}$. The last two strings and the direct term define
$$W_{abcj}=v_{abcj}+\tfrac12t_{kl}^{ab}v_{klcj}-P(ab)t_{kj}^{ad}v_{kbcd}.$$
The first string contributes $-f_{kc}r^ct_{kj}^{ab}$ and is kept separate.

**From $R_2$ without $T_2$.** The strings are
$$f_{ac}a^\dagger(cR_2)=f_{ac}r^{cb}_j a^\dagger b^\dagger j,$$
$$-f_{kj}j(k^\dagger R_2)=-\tfrac12f_{kj}r^{ab}_k a^\dagger b^\dagger j,$$
$$\tfrac14v_{abcd}a^\dagger b^\dagger(dcR_2)=\tfrac14v_{abcd}r^{cd}_j a^\dagger b^\dagger j,$$
$$v_{kbcj}b^\dagger j(k^\dagger cR_2)=v_{kbcj}r^{ac}_k a^\dagger b^\dagger j .$$
The last uses $b^\dagger j\,a^\dagger=a^\dagger b^\dagger j$, from two exchanges.

**From $R_2$ with $T_2$.** The four destroyers of $\tfrac14v_{klcd}k^\dagger l^\dagger dc$ are shared between $T_2$ and $R_2$, at least one to each. A destroyer that passes an odd remainder of $T_2$ changes sign. There are five distributions:

1. $R_2$ takes $c,d$ and one hole label; the choices $k$ and $l$ are equal. With $k$ taken, $k^\dagger$ passes the odd $l^\dagger T_2$:
$$-\tfrac12v_{klcd}(l^\dagger T_2)(k^\dagger dcR_2)=\tfrac14v_{klcd}t_{lj}^{ab}r^{cd}_k a^\dagger b^\dagger j .$$
Its contribution is $\tfrac12v_{klcd}r^{cd}_kt_{lj}^{ab}=-\tfrac12v_{lkcd}r^{cd}_kt_{lj}^{ab}$.
2. $R_2$ takes $c,d$ alone: $\tfrac18v_{klcd}t_{kl}^{ab}r^{cd}_j a^\dagger b^\dagger j$ contributes $\tfrac14t_{kl}^{ab}v_{klcd}r^{cd}_j$.
3. $R_2$ takes one particle and one hole, in four equal ways:
$$v_{klcd}(l^\dagger dT_2)(k^\dagger cR_2)=v_{klcd}t_{jl}^{bd}r^{ac}_k a^\dagger b^\dagger j .$$
Here $t_{lj}^{db}=t_{jl}^{bd}$ was used.
4. $R_2$ takes one particle, in two equal ways: $\tfrac12v_{klcd}t_{kl}^{da}r^{cb}_j a^\dagger b^\dagger j$. This completes $F_{ac}$.
5. $R_2$ takes one hole, in two equal ways:
$$-\tfrac12v_{klcd}(l^\dagger dcT_2)(k^\dagger R_2)=\tfrac14v_{klcd}t_{lj}^{cd}r^{ab}_k a^\dagger b^\dagger j .$$
It contributes $-\tfrac12t_{jl}^{cd}v_{klcd}r^{ab}_k$.

The remaining intermediates are therefore
$$F_{kj}=f_{kj}+\tfrac12t_{jl}^{cd}v_{klcd},\qquad W_{kbcj}=v_{kbcj}+t_{jl}^{bd}v_{klcd},$$
$$W_{abcd}=v_{abcd}+\tfrac12t_{kl}^{ab}v_{klcd},$$
$$X_l=f_{lc}r^c+\tfrac12v_{lkcd}r^{cd}_k .$$
The vector $X_l$ collects item 1 and the separate $f_{kc}$ term. It replaces a six-index three-body element by one contraction with $r$ and one with $t$. The result is
$$\boxed{\begin{aligned}\sigma^{ab}_j={}&W_{abcj}r^c+P(ab)[F_{ac}r^{cb}_j+W_{kbcj}r^{ac}_k]\\&-F_{kj}r^{ab}_k-X_lt_{lj}^{ab}+\tfrac12W_{abcd}r^{cd}_j\end{aligned}}$$

Two limits help to identify the terms. With $T=0$, canonical Hartree–Fock orbitals and no 2p1h amplitudes, $\omega=\varepsilon_a$, the energy of an empty orbital. With $N=1$, $T_2=0$ and $T_1$ solves the one-electron problem; the 1p and 2p1h determinants then span all two-electron determinants, so the equations give the full-CI energies in the chosen basis.

## Applying the four-virtual term

Denote the last term by $S^{ab}_j=\tfrac12W_{abcd}r^{cd}_j$. It is a $v^2\times v^2$ matrix acting on a $v^2\times o$ matrix, hence $o\,v^4$ multiplications and $v^4$ stored numbers. The ring term $W_{kbcj}r^{ac}_k$ costs $o^2v^3$, smaller by $o/v$. These counts ignore spin blocks and pair symmetry. Restricting both pairs to $a<b$ and $c<d$ reduces the stored step and its storage by about four.

**With bare integrals.** Expanding the $T_1$ dressing gives
$$v_{abcd}=\langle ab||cd\rangle-P(ab)t_k^a\langle kb||cd\rangle+t_k^at_l^b\langle kl||cd\rangle .$$
Contract $r$ before the amplitudes:
$$x_{kbj}=\tfrac12\langle kb||cd\rangle r^{cd}_j,\qquad y_{klj}=\tfrac12\langle kl||cd\rangle r^{cd}_j .$$
Since $y_{klj}=-y_{lkj}$, the quadratic singles term can be combined with $T_2$:
$$S^{ab}_j=\tfrac12\langle ab||cd\rangle r^{cd}_j-P(ab)t_k^ax_{kbj}+\tfrac12\tau_{kl}^{ab}y_{klj},$$
$$\tau_{kl}^{ab}=t_{kl}^{ab}+t_k^at_l^b-t_k^bt_l^a .$$
The first term keeps the $o\,v^4$ cost. The corrections cost $o^2v^3$ and $o^3v^2$. This route avoids the dressed element, but it must still read or generate bare four-virtual integrals.

**With three-index factors.** Insert $v_{abcd}=\tilde B^Q_{ac}\tilde B^Q_{bd}-\tilde B^Q_{ad}\tilde B^Q_{bc}$. Exchanging $c,d$ in the second product and using $r^{dc}_j=-r^{cd}_j$ makes it equal to the first, which cancels the factor $\tfrac12$:
$$\boxed{S^{ab}_j=\tilde B^Q_{ac}\tilde B^Q_{bd}r^{cd}_j+\tfrac12t_{kl}^{ab}y_{klj}}$$
This requires $r$ to be antisymmetric; trial vectors must keep that property. The implementation is:

1. Form $\tilde B^Q_{ab}$ once after CCSD, and $y_{klj}$ for each trial vector. Start the result with $\tfrac12t_{kl}^{ab}y_{klj}$.
2. For a batch of $Q$, form $z^Q_{adj}=\tilde B^Q_{ac}r^{cd}_j$.
3. Add $z^Q_{adj}\tilde B^Q_{bd}$, summed over $d$ and the batch, to the result. Discard $z$ and take the next batch.

Steps 2 and 3 each cost $N_Qo\,v^3$. A batch of $n_B$ factors needs $n_Bo\,v^2$ numbers for $z$; the permanent array has $N_Qv^2$. Relative to the unpacked stored step, the arithmetic is larger by a factor of $2N_Q/v$. If $N_Q$ grows in proportion to $v$, the scaling is still $o\,v^4$. Rebuilding all $v_{abcd}$ for each trial vector would cost $N_Qv^4$, more than the factored route when $v>2o$.

For $o=20$, $v=400$, $N_Q=1200$ and 8-byte numbers, $W_{abcd}$ takes $8\times400^4$ bytes $=204.8$ GB, against 1.54 GB for $\tilde B^Q_{ab}$. The multiplication counts are $5.12\times10^{11}$ for the stored step, $3.07\times10^{12}$ for the factored step and $3.07\times10^{13}$ for rebuilding. The factored step thus trades six times the arithmetic for the smaller storage. Intermediates such as $W_{abcj}$, of size $o\,v^3$, remain stored here; each is $ov/N_Q\approx6.7$ times as large as $\tilde B^Q_{ab}$.

## LiH example

The nuclei are 3.0 bohr apart. The basis is 6-31G with one s and one p shell of exponent $0.008\ \mathrm{bohr}^{-2}$ added on Li. It has 15 spatial orbitals, so $o=4$ and $v=26$; all electrons are correlated. The factors $B^Q$ come from diagonalizing the matrix $(pr|qs)$ over the 120 unique spatial-orbital pairs $p\ge r$; keeping eigenvalues above $10^{-10}$ hartree gives $N_Q=102$ (the matrix over all 225 ordered pairs gives 103 at the same threshold).

| Quantity | Value / hartree |
|---|---:|
| LUMO energy | $-0.006474$ |
| Lowest root of $F_{ac}$ alone | $-0.005161$ |
| EA-EOM-CCSD $\omega$ | $-0.008021$ |
| Full-CI energy difference | $-0.007993$ |

Coupling to 2p1h changes the 1p root by $-0.008021+0.005161=-0.002860$ hartree. The affinity in this model is 0.008021 hartree, or 0.218 eV. The EOM root lies 0.028 millihartree below the full-CI difference in the same basis, about 0.35% of that difference. The comparison measures the truncation of $T$ and $R$, not the basis error, which is far larger. At the same geometry and level of theory, halving or doubling the diffuse exponent gives 0.187 eV, cc-pVTZ with the same diffuse shells gives 0.275 eV, and aug-cc-pVDZ gives 0.289 eV. The last is a shift of about 2.6 millihartree, some 30% of the value. The number 0.218 eV therefore belongs to this small basis and is not a converged affinity of LiH.

With the norm $r^ar^a+\tfrac12r^{ab}_jr^{ab}_j$, the 1p share of the right vector is 0.9905. Deleting $S^{ab}_j$ makes the lowest root $-0.036322$ hartree, but this is a different state: its 1p share is only 0.02, a 2p1h state that has dropped below the attached one. The lowest root still dominated by 1p lies at $-0.013101$ hartree with a share of 0.86. Its shift of $-0.0051$ hartree is about 1.8 times the whole 2p1h coupling found above, so $S$ cannot be omitted. The case also shows why a root should be identified by its 1p share and not by its position alone. The bare part of $S$ represents Coulomb repulsion between the two particles, so the direction is plausible; non-Hermiticity prevents this from being a proof. Keeping the bare interaction but dropping its dressing gives $-0.008023$ hartree. That shift of about $-2\times10^{-6}$ hartree is a result for this example only and does not justify dropping the dressing elsewhere.

The stored element would occupy 3.66 MB. The factored step, with batches of $n_B=8$, used 0.43 MB of extra memory at its peak, besides 0.55 MB for $\tilde B^Q_{ab}$. The numerical check compares the formulas with explicit Fock-space operators and the LiH root with an independent EA-EOM-CCSD code.

## Conditions of use

The truncation is suited to a reference well described by CCSD and an attached state dominated by 1p. If 2p1h dominates, its relaxation and correlation require the missing 3p2h amplitudes, and larger errors should be expected. The root is a difference of two approximate energies and gives no variational bound; the LiH root lies below full CI.

A negative $\omega$ means binding at the chosen geometry and level of theory. A positive root in a finite basis of real, localized functions may be a discretized continuum state, so it cannot by itself be read as a resonance energy. The matrix is non-Hermitian: left and right vectors differ, and truncated roots can become complex near a degeneracy. An eigensolver should therefore check the imaginary part and the residual. If the factors $B^Q$ come from an approximate fit, its integral error enters $\omega$ in addition to the errors discussed above.

## Numbers as computed

```
Fock-space test: occupied, virtual spin orbitals: 3 5
  sigma formulas vs [Hbar,R], max error: 2.7e-15 hartree
  W_abcd vs definition, max error: 2.7e-15 hartree
  factored step, max error: 6.2e-15 hartree
  bare-integral step, max error: 6.3e-15 hartree
  sigma vs (Hbar-E)R, arbitrary T: 2.340 hartree
  sigma vs (Hbar-E)R, CCSD T: 1.8e-12 hartree
LiH distance: 3.0 bohr
diffuse s and p exponent on Li: 0.008 bohr^-2
spatial orbitals: 15
occupied, virtual spin orbitals: 4 26
three-index factors N_Q: 102
RHF energy: -7.979388 hartree
CCSD energy: -7.998416 hartree
largest |t1|: 0.0294
LUMO energy: -0.006474 hartree
lowest root of 1p block alone: -0.005161 hartree
EA-EOM-CCSD omega: -0.008021 hartree
electron affinity -omega: 0.2183 eV
Davidson cycles: 12
independent code omega: -0.008021 hartree
1p share of right vector: 0.9905
omega, four-virtual term undressed: -0.008023 hartree
omega, four-virtual term removed: -0.036322 hartree
full-CI energy difference, same basis: -0.007993 hartree
EA-EOM-CCSD minus full CI: -0.028 mhartree
LiH factored vs stored step: 7.8e-18 hartree
LiH W_abcd storage: 3.66 MB
LiH B_vv storage: 0.55 MB
LiH peak extra memory, factored step: 0.43 MB
larger case: o, v, N_Q: 20 400 1200
  W_abcd storage: 204.8 GB
  B_vv storage: 1.54 GB
  stored step o v^4: 5.12e+11 multiplications
  ring term o^2 v^3: 2.56e+10 multiplications
  factored step 2 N_Q o v^3: 3.07e+12 multiplications
  rebuilding v_abcd, N_Q v^4: 3.07e+13 multiplications
  factored/stored ratio 2 N_Q/v: 6.0
```
